**Norm conservation tested on hydrogen 2s and 3p pseudo states**

For a reference function $u$ and a pseudo function $w$ of unit norm, with equal eigenvalues and $w=cu$ outside the core radius $r_c$, the inner charges obey $Q_w-Q_u=(1-c^2)T$, where $T$ is the reference charge outside the chosen radius. The program builds three nodeless pseudopotentials for each state, labelled by an interior shape parameter $\gamma$, and diagonalises them on a radial grid. It asserts that the eigenvalues match, that $w/u$ is the same at three exterior radii, and that the charge identity holds at each of them. By separate outward integration it asserts that the energy slope of the logarithmic derivative is wrong by $-2(1/c^2-1)/u^2$. It also asserts that rescaling $w$ to equal $u$ outside changes the total norm to $1/c^2$. For 2s the output shows $c=1.0480$, $1.0000$ and $0.8841$, with inner-charge errors of $-0.0640$, $0.0000$ and $0.1421$ electron at $r_c$. Near the eigenvalue, the error of the logarithmic derivative grows quadratically for the norm-conserving potential and linearly for the potential with $\gamma=-2$.

## Numerical check

```python
"""
Result under test (hartree atomic units, one angular momentum l):
a reference bound state u and a pseudo bound state w, both of unit norm, with
equal eigenvalue and proportional exteriors w = c*u for r >= rc, satisfy
    Q_w(R) - Q_u(R) = (1 - c^2) * T(R),               R >= rc,
    dL_w/dE - dL_u/dE = -2 * (1/c^2 - 1) / u(R)^2,
so the inner charges agree if and only if c = 1.
Q(R): charge inside R; T(R): reference charge outside R; L: logarithmic
derivative of the radial function (r times the radial wave function).
References: hydrogen 2s and 3p states, each with one radial node.
Pseudo family: w ~ r^(l+1) exp(p), p = const + b1*y + b2*y^2 + gamma*y^3,
y = 1 - (r/rc)^2; gamma changes the interior but not the matching at rc.
"""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

STEP = 0.005  # radial grid spacing in bohr


def integral(f, a, b):
    return quad(f, a, b, epsabs=1e-12, epsrel=1e-11, limit=300)[0]


def coulomb(r):
    return -1.0 / r


def make_reference(l):
    """Hydrogen state with n = l + 2: unit-norm u(r), energy, node radius."""
    n, node = l + 2, (l + 1) * (l + 2)

    def raw(r):
        return r**(l + 1) * (r / node - 1) * np.exp(-r / n)

    norm = integral(lambda r: raw(r)**2, 0, 40 * n)
    return (lambda r: raw(r) / np.sqrt(norm)), -0.5 / n**2, node


def make_pseudo(l, rc, gamma):
    """Exponent p(r) - p(rc) and the potential from the inverted equation."""
    n, node = l + 2, (l + 1) * (l + 2)
    energy = -0.5 / n**2
    slope = 1 / (rc - node) - 1 / n
    curvature = -1 / (rc - node)**2
    b1 = -rc * slope / 2
    b2 = (rc**2 * curvature - rc * slope) / 8

    def exponent(r):
        y = 1 - (r / rc)**2
        return b1 * y + b2 * y**2 + gamma * y**3

    def potential(r):
        y = 1 - (r / rc)**2
        py = b1 + 2 * b2 * y + 3 * gamma * y**2
        pyy = 2 * b2 + 6 * gamma * y
        p1_over_r = -2 * py / rc**2
        p2 = pyy * 4 * r**2 / rc**4 - 2 * py / rc**2
        inner = energy + 0.5 * (p2 + (r * p1_over_r)**2
                                + 2 * (l + 1) * p1_over_r)
        return np.where(r < rc, inner, -1.0 / r)

    return exponent, potential


def matched_charge(l, rc, gamma, u):
    """Inner charge of the pseudo function scaled to equal u at rc."""
    exponent, _ = make_pseudo(l, rc, gamma)
    return integral(lambda r: (u(rc) * (r / rc)**(l + 1)
                               * np.exp(exponent(r)))**2, 0, rc)


def grid_state(potential, l, index, rmax, rc):
    """Unit-norm eigenstate of the finite-difference radial Hamiltonian."""
    r = STEP * np.arange(1, int(round(rmax / STEP)))
    diagonal = 1 / STEP**2 + potential(r) + l * (l + 1) / (2 * r**2)
    off = np.full(len(r) - 1, -0.5 / STEP**2)
    values, vectors = eigh_tridiagonal(diagonal, off, select='i',
                                       select_range=(index, index))
    f = vectors[:, 0] / np.sqrt(STEP)
    return values[0], f * np.sign(f[int(round(rc / STEP)) - 1])


def grid_value(f, R):
    return f[int(round(R / STEP)) - 1]


def grid_charge(f, R):
    k = int(round(R / STEP)) - 1
    return STEP * (np.sum(f[:k]**2) + 0.5 * f[k]**2)


def log_derivative(potential, l, energy, rc, R, charge):
    """Outward integration from a power series at small r."""
    r0 = 1e-3
    v0 = float(potential(r0)) + charge / r0
    c1 = -charge / (l + 1)
    c2 = (-charge * c1 + v0 - energy) / (2 * l + 3)
    state = [1 + c1 * r0 + c2 * r0**2,
             (l + 1) / r0 + (l + 2) * c1 + (l + 3) * c2 * r0]

    def rhs(r, s):
        k = 2 * (float(potential(r)) - energy) + l * (l + 1) / r**2
        return [s[1], k * s[0]]

    edges = [r0, rc] if R <= rc else [r0, rc, R]
    for a, b in zip(edges[:-1], edges[1:]):
        sol = solve_ivp(rhs, (a, b), state, method='DOP853',
                        rtol=1e-12, atol=1e-12)
        assert sol.success
        state = sol.y[:, -1]
    return state[1] / state[0]


def energy_slope(potential, l, energy, rc, R, charge):
    d = 1e-4
    return (log_derivative(potential, l, energy + d, rc, R, charge)
            - log_derivative(potential, l, energy - d, rc, R, charge)) / (2 * d)


GRID_TOL = 5e-5   # second-order error of the radial grid
SLOPE_TOL = 5e-4  # relative; grid error plus finite difference in energy

for l, rc, rmax, name in ((0, 5.0, 60.0, "2s"), (1, 10.0, 100.0, "3p")):
    u, energy, node = make_reference(l)
    radii = (rc, 1.4 * rc, 2 * rc)
    Q = [integral(lambda r: u(r)**2, 0, R) for R in radii]
    T = [integral(lambda r: u(r)**2, R, 40 * (l + 2)) for R in radii]

    # the closed-form reference really is the second state of this channel
    e_grid, f_grid = grid_state(coulomb, l, 1, rmax, rc)
    assert abs(e_grid - energy) < GRID_TOL
    assert all(abs(grid_value(f_grid, R) - u(R)) < GRID_TOL for R in radii)

    L_ref = log_derivative(coulomb, l, energy, rc, rc, 1.0)
    ref_slopes = [energy_slope(coulomb, l, energy, rc, R, 1.0)
                  for R in radii[:2]]
    for R, q, s in zip(radii, Q, ref_slopes):
        assert abs(s + 2 * q / u(R)**2) < SLOPE_TOL * abs(s)

    # the inner charge rises with gamma and brackets the reference charge
    scan = [matched_charge(l, rc, g, u) for g in (-1000, -20, -5, 0, 5, 10)]
    assert np.all(np.diff(scan) > 0)
    assert scan[0] < 0.2 * Q[0] and scan[-1] > Q[0]
    gamma_nc = brentq(lambda g: matched_charge(l, rc, g, u) - Q[0], -20, 10,
                      xtol=1e-13)

    print(f"Hydrogen {name}: energy {energy:.6f} Eh, node {node:.1f} bohr, "
          f"rc {rc:.1f} bohr")
    print(f" norm-conserving gamma = {gamma_nc:.5f}")
    if l == 0:
        print(f" u(rc) = {u(rc):.5f} bohr^-1/2")
        for R, q, t in zip(radii[:2], Q, T):
            print(f" R = {R:.1f} bohr: Q_u = {q:.5f}, T = {t:.5f}")
        print(f" L_u(rc) = {L_ref:.5f} 1/bohr")
        print(f" dL_u/dE at rc, integrated = {ref_slopes[0]:.4f} 1/(bohr Eh)")
        print(f" -2Q_u/u^2 at rc = {-2*Q[0]/u(rc)**2:.4f} 1/(bohr Eh)")

    for gamma in (-2.0, gamma_nc, 1.0):
        conserving = gamma == gamma_nc
        _, V = make_pseudo(l, rc, gamma)
        e_ps, w = grid_state(V, l, 0, rmax, rc)
        assert abs(e_ps - energy) < GRID_TOL
        ratios = [grid_value(w, R) / u(R) for R in radii]
        assert max(ratios) - min(ratios) < GRID_TOL
        c = ratios[0]

        # rescaled to equal u outside, the total norm becomes 1/c^2
        total = matched_charge(l, rc, gamma, u) + T[0]
        assert abs(total - 1 / c**2) < 2 * GRID_TOL * total**1.5

        excess = [grid_charge(w, R) - q for R, q in zip(radii, Q)]
        for d, t in zip(excess, T):
            assert abs(d - (1 - c**2) * t) < 2 * GRID_TOL
        if conserving:
            assert abs(c - 1) < GRID_TOL
            assert max(abs(d) for d in excess) < 2 * GRID_TOL
        else:
            assert abs(c - 1) > 0.01 and min(abs(d) for d in excess) > 1e-3

        L_ps = log_derivative(V, l, energy, rc, rc, 0.0)
        assert abs(L_ps - L_ref) < 1e-6
        mismatch = []
        for R, s_ref in zip(radii, ref_slopes):
            s = energy_slope(V, l, energy, rc, R, 0.0)
            direct = -2 * grid_charge(w, R) / grid_value(w, R)**2
            assert abs(s - direct) < SLOPE_TOL * abs(s)
            predicted = -2 * (1 / c**2 - 1) / u(R)**2
            assert abs(s - s_ref - predicted) < SLOPE_TOL * (abs(s)
                                                             + abs(s_ref))
            mismatch.append((s - s_ref, predicted))

        print(f" gamma = {gamma:.5f}: c = {c:.4f}")
        if l == 0:
            print(f"  grid eigenvalue = {e_ps:.6f} Eh")
            print(f"  c at {radii[1]:.0f}, {radii[2]:.0f} bohr = "
                  f"{ratios[1]:.4f}, {ratios[2]:.4f}")
            print(f"  Q_w(rc) = {grid_charge(w, rc):.4f}")
            print(f"  Q_w-Q_u at rc = {excess[0]:.4f}; "
                  f"(1-c^2)T = {(1-c**2)*T[0]:.4f}")
            print(f"  norm if rescaled to u outside = {total:.4f}")
            print(f"  slope error at rc = {mismatch[0][0]:.3f}; formula "
                  f"{mismatch[0][1]:.3f} 1/(bohr Eh)")

    # growth of the error in L away from the eigenvalue
    errors = {}
    for label, gamma in (("conserving", gamma_nc), ("gamma=-2", -2.0)):
        _, V = make_pseudo(l, rc, gamma)
        for shift in (0.0005, 0.001, 0.01, 0.02):
            errors[label, shift] = (
                log_derivative(V, l, energy + shift, rc, rc, 0.0)
                - log_derivative(coulomb, l, energy + shift, rc, rc, 1.0))
    growth = {k: errors[k, 0.001] / errors[k, 0.0005]
              for k in ("conserving", "gamma=-2")}
    assert 3.5 < growth["conserving"] < 4.5
    assert 1.9 < growth["gamma=-2"] < 2.1
    assert (abs(errors["conserving", 0.001])
            < 0.1 * abs(errors["gamma=-2", 0.001]))
    if l == 0:
        for label in growth:
            for shift in (0.01, 0.02):
                print(f" {label}: L error at +{shift:.2f} Eh = "
                      f"{errors[label, shift]:.6f} 1/bohr")
            print(f" {label}: error ratio, shift 0.001 to 0.0005 Eh = "
                  f"{growth[label]:.3f}")

print("PASS")
```

It prints:

```
Hydrogen 2s: energy -0.125000 Eh, node 2.0 bohr, rc 5.0 bohr
 norm-conserving gamma = -0.42581
 u(rc) = 0.43532 bohr^-1/2
 R = 5.0 bohr: Q_u = 0.34895, T = 0.65105
 R = 7.0 bohr: Q_u = 0.69669, T = 0.30331
 L_u(rc) = 0.03333 1/bohr
 dL_u/dE at rc, integrated = -3.6827 1/(bohr Eh)
 -2Q_u/u^2 at rc = -3.6827 1/(bohr Eh)
 gamma = -2.00000: c = 1.0480
  grid eigenvalue = -0.125000 Eh
  c at 7, 10 bohr = 1.0480, 1.0480
  Q_w(rc) = 0.2849
  Q_w-Q_u at rc = -0.0640; (1-c^2)T = -0.0640
  norm if rescaled to u outside = 0.9105
  slope error at rc = 0.945; formula 0.945 1/(bohr Eh)
 gamma = -0.42581: c = 1.0000
  grid eigenvalue = -0.125000 Eh
  c at 7, 10 bohr = 1.0000, 1.0000
  Q_w(rc) = 0.3489
  Q_w-Q_u at rc = 0.0000; (1-c^2)T = -0.0000
  norm if rescaled to u outside = 1.0000
  slope error at rc = -0.000; formula 0.000 1/(bohr Eh)
 gamma = 1.00000: c = 0.8841
  grid eigenvalue = -0.125000 Eh
  c at 7, 10 bohr = 0.8841, 0.8841
  Q_w(rc) = 0.4911
  Q_w-Q_u at rc = 0.1421; (1-c^2)T = 0.1421
  norm if rescaled to u outside = 1.2793
  slope error at rc = -2.947; formula -2.947 1/(bohr Eh)
 conserving: L error at +0.01 Eh = -0.000150 1/bohr
 conserving: L error at +0.02 Eh = -0.000653 1/bohr
 conserving: error ratio, shift 0.001 to 0.0005 Eh = 4.016
 gamma=-2: L error at +0.01 Eh = 0.010030 1/bohr
 gamma=-2: L error at +0.02 Eh = 0.021345 1/bohr
 gamma=-2: error ratio, shift 0.001 to 0.0005 Eh = 2.006
Hydrogen 3p: energy -0.055556 Eh, node 6.0 bohr, rc 10.0 bohr
 norm-conserving gamma = 1.78535
 gamma = -2.00000: c = 1.0561
 gamma = 1.78535: c = 1.0000
 gamma = 1.00000: c = 1.0227
PASS
```
